# Barrier error from a T-squared Richardson plot in two dimensions

## Problem

A metal contact injects electrons into a two-dimensional channel over a Schottky barrier of height $\Phi$. The barrier is to be found from the temperature dependence of the reverse saturation current. The current is divided by $T^2$, its logarithm is plotted against $1/k_BT$, and the slope of a fitted straight line is read as $-\Phi$.

The model is as follows.

- The channel band is parabolic and isotropic, with mass $m$ and total degeneracy $g$ (spin included).
- $\Phi$ is the energy of the band edge at the top of the barrier, measured from the metal Fermi level. It does not depend on temperature, and $\Phi\gg k_BT$.
- An electron above the barrier is transmitted with certainty, and one below it is not transmitted.
- A voltage drop $V$ across the contact lowers the channel Fermi level by $qV$. The return flux is then smaller than the emitted flux by the factor $e^{-qV/k_BT}$, and $V$ is large enough for it to be dropped.

Take $\Phi=300$ meV, $m=0.5\,m_e$, $g=2$ and seven temperatures from 250 K to 400 K in steps of 25 K. These are round model parameters.

(a) Derive the current per contact width, $J(T)$, and generate synthetic data, clean and with 2 percent random scatter.

(b) Which barrier does the $T^2$ plot return, and how does its error compare with the mean thermal energy of the electrons?

(c) Could the error be noticed from the quality of the fit, or removed by taking more data?

## First estimate by scaling

The emitted current is a sum over the two components of the wave vector, each weighted by a Boltzmann factor. Thermal wave vectors scale as $T^{1/2}$. The sum over the transverse component therefore gives $T^{1/2}$. The sum over the normal component carries the velocity as an extra factor, which also scales as $T^{1/2}$, and so gives $T$. Together,

$$J\propto T^{3/2}e^{-\Phi/k_BT}.$$

Dividing by $T^2$ leaves an uncompensated factor $T^{-1/2}$. With $\beta=1/k_BT$ this factor is proportional to $\beta^{1/2}$, and it adds to the slope of the plot the amount

$$\frac{d}{d\beta}\left(\tfrac12\ln\beta\right)=\frac{1}{2\beta}=\tfrac12k_BT .$$

The slope becomes $-\Phi+\tfrac12k_BT$, so the barrier read from it is too low by $\tfrac12k_BT$. At the mean temperature of 325 K this is 14.0 meV. The estimate assigns one temperature to a window 150 K wide, and it says nothing about the prefactor or the scatter.

## Exact solution

### The current

There are $g\,d^2k/(2\pi)^2$ states per unit area. At the top of the barrier, the states that move into the channel ($k_x>0$) are filled from the metal with its Fermi function $f$. Each carries charge of magnitude $q$ at velocity $v_x=\hbar k_x/m$, so

$$J=\frac{gq}{4\pi^2}\int_0^\infty dk_x\int_{-\infty}^{\infty}dk_y\,\frac{\hbar k_x}{m}\,f(E),\qquad E=\Phi+\frac{\hbar^2(k_x^2+k_y^2)}{2m}.$$

Since $\Phi\gg k_BT$, the Fermi function is replaced by $e^{-\beta E}$, and the integrals separate. In the normal one, put $\varepsilon=\hbar^2k_x^2/2m$, so that $d\varepsilon=(\hbar^2k_x/m)\,dk_x$:

$$\int_0^\infty\frac{\hbar k_x}{m}e^{-\beta\hbar^2k_x^2/2m}dk_x=\frac1\hbar\int_0^\infty e^{-\beta\varepsilon}d\varepsilon=\frac{k_BT}{\hbar}.$$

The transverse one is a Gaussian integral:

$$\int_{-\infty}^{\infty}e^{-\beta\hbar^2k_y^2/2m}dk_y=\frac{\sqrt{2\pi mk_BT}}{\hbar}.$$

With $4\pi^2\hbar^2=h^2$ the product is

$$J=A\,T^{3/2}e^{-\Phi/k_BT},\qquad A=\frac{gq\sqrt{2\pi mk_B^3}}{h^2}.$$

For the given parameters $A=0.06334$ A m$^{-1}$ K$^{-3/2}$.

The error of the Boltzmann step follows from $f=e^{-\beta E}-e^{-2\beta E}+\dots$ The second term has the same integral with $\beta$ replaced by $2\beta$. Because the integral scales as $\beta^{-3/2}e^{-\beta\Phi}$, the relative change of $J$ is, to leading order,

$$\frac{\delta J}{J}=-\frac{e^{-\beta\Phi}}{2^{3/2}}.$$

It is largest at 400 K, where it amounts to $-5.9\times10^{-5}$. Differentiating it with respect to $\beta$ shows that it lowers the barrier read from a local slope by $\Phi e^{-\beta\Phi}/2^{3/2}$, which is at most 0.018 meV in this window.

### The synthetic data

The clean currents below come from numerical integration of the flux with the full Fermi function. At 300 K the closed formula gives $0.06334\times300^{3/2}\times e^{-300\times0.038682}=3.00\times10^{-3}$ A/m, in agreement with the table. For the noisy set, an independent normal deviate of standard deviation $\sigma=0.02$ was added to each $\ln J$.

| $T$ (K) | $\beta$ (1/meV) | clean $J$ (A/m) | noisy $J$ (A/m) |
|---|---|---|---|
| 250 | 0.046418 | 2.243e-4 | 2.259e-4 |
| 275 | 0.042198 | 9.178e-4 | 9.330e-4 |
| 300 | 0.038682 | 3.003e-3 | 3.023e-3 |
| 325 | 0.035706 | 8.268e-3 | 8.055e-3 |
| 350 | 0.033156 | 1.986e-2 | 2.022e-2 |
| 375 | 0.030945 | 4.274e-2 | 4.313e-2 |
| 400 | 0.029011 | 8.412e-2 | 8.322e-2 |

### What a local slope measures

In the Boltzmann regime $J$ is proportional to $\int v_xe^{-\beta E}d^2k$ over $k_x>0$. Differentiating under the integral gives

$$-\frac{d\ln J}{d\beta}=\frac{\int E\,v_xe^{-\beta E}d^2k}{\int v_xe^{-\beta E}d^2k}=\langle E\rangle_{\rm em},$$

the mean energy of an emitted electron. From $\ln J=\text{const}-\tfrac32\ln\beta-\beta\Phi$, the same derivative is $\Phi+\tfrac32k_BT$. The excess over the barrier consists of $k_BT$ from the normal motion, where the factor $v_x$ favours fast electrons, and $\tfrac12k_BT$ from the transverse motion. At 325 K the numerical derivative is 342.0 meV, which is $300+1.5\times28.0$ meV.

Dividing by $T^2$ adds $2\ln\beta$ to the logarithm, apart from a constant, and so subtracts $2k_BT$ from this energy. That is the right amount for emission into a three-dimensional band, which has two transverse directions and an excess of $k_BT+2\times\tfrac12k_BT$. In two dimensions it is too much by $\tfrac12k_BT$.

The mean kinetic energy of an electron in a two-dimensional Boltzmann gas is $k_BT$, with $\tfrac12k_BT$ for each direction. In this sense the local error is half the mean thermal energy. Relative to the mean kinetic energy of the emitted electrons, $\tfrac32k_BT$, it would be one third.

### The fitted slope over a finite window

With $T=1/(k_B\beta)$ the plotted quantity is

$$y=\ln\frac{J}{T^2}=\ln A-\tfrac12\ln T-\beta\Phi=c+\tfrac12\ln\beta-\beta\Phi,$$

where $c=\ln A+\tfrac12\ln k_B$ is constant (numerical values in SI units are understood in the logarithms). For equally weighted points the least-squares slope is

$$s=\frac1S\sum_id_iy_i,\qquad d_i=\beta_i-\bar\beta,\qquad S=\sum_id_i^2 .$$

Because $\sum_id_i=0$, the constant $c$ drops out. For the same reason $\sum_id_i\beta_i=\sum_id_i(\beta_i-\bar\beta)=S$, so the last term of $y$ contributes $-\Phi$. The apparent barrier $\Phi_{\rm app}=-s$ is therefore

$$\Phi_{\rm app}=\Phi-\tfrac12k_BT_{\rm eff},\qquad k_BT_{\rm eff}=\frac1S\sum_id_i\ln\beta_i .$$

To see that $T_{\rm eff}$ is a mean temperature, let $\beta_{\min}$ be the smallest of the $\beta_i$ and write $\ln\beta_i=\ln\beta_{\min}+\int_{\beta_{\min}}^{\beta_i}db/b$. The constant again drops out. Interchanging sum and integral gives

$$k_BT_{\rm eff}=\int_{\beta_{\min}}^{\beta_{\max}}\frac{w(b)}{b}\,db,\qquad w(b)=\frac1S\sum_{\beta_i>b}d_i .$$

For $b\ge\bar\beta$ every term in $w$ is positive. For $b<\bar\beta$ the sum equals minus the sum of the remaining $d_i$, all of which are negative. Hence $w\ge0$. Its integral is $\sum_id_i(\beta_i-\beta_{\min})/S=1$. Since $1/b$ is the thermal energy at the point $b$, $T_{\rm eff}$ is a weighted mean of the temperature and lies between the lowest and the highest measured value.

For the seven temperatures, $\bar\beta=0.036588$ meV$^{-1}$ and $S=2.343\times10^{-4}$ meV$^{-2}$. The sum $\sum_id_i\ln\beta_i$ is $6.319\times10^{-3}$ meV$^{-1}$. Therefore

$$k_BT_{\rm eff}=\frac{6.319\times10^{-3}}{2.343\times10^{-4}}\ \text{meV}=26.97\ \text{meV},\qquad T_{\rm eff}=313\ \text{K},$$

and the predicted error is $-13.49$ meV. The fit to the clean currents returns 286.5 meV, an error of $-13.49$ meV or $-2.16\times10^{-21}$ J, which is $-4.5$ percent of the true barrier. The same currents divided by $T^{3/2}$ give 300.0 meV.

### The prefactor

A least-squares line passes through the point of means, so its intercept is $\bar y-s\bar\beta$. Inserting $\bar y=\ln A-\tfrac12\overline{\ln T}-\Phi\bar\beta$ and $s=-\Phi+\tfrac12k_BT_{\rm eff}$, the terms with $\Phi$ cancel. With the geometric mean $T_g$ and the harmonic mean $T_h=1/(k_B\bar\beta)$ of the temperatures,

$$A_{\rm app}=\frac{A}{\sqrt{T_g}}\exp\left(-\frac{T_{\rm eff}}{2T_h}\right).$$

Here $T_g=321.1$ K and $T_h=317.2$ K, so $A_{\rm app}=(0.06334/17.92)\times e^{-0.493}=2.16\times10^{-3}$ A m$^{-1}$ K$^{-2}$, as the fit also gives. This number depends on the chosen window and does not have the unit of $A$. It is not a Richardson constant of the channel.

### Scatter and the quality of the fit

The end points of the noisy set already show the effect. Between 250 K and 400 K, $\ln(J/T^2)$ rises from $-19.4385$ to $-14.4692$ while $\beta$ falls by 0.017407 meV$^{-1}$, which gives a barrier of 285.5 meV. With $T^{3/2}$ the values are $-16.6778$ and $-11.4734$, and the barrier is 299.0 meV. The fits to all seven points give 285.8 and 299.3 meV.

The difference of the two fitted barriers is 13.485 meV, equal to $\tfrac12k_BT_{\rm eff}$. This holds for any noise, because the slope is linear in the data and the two ordinates differ by $\tfrac12\ln T$, which contains no noise.

The random error of either barrier follows from $s=\sum_id_iy_i/S$ with independent errors:

$$\sigma_\Phi=\frac{\sigma}{\sqrt S}=\frac{0.02}{0.01531}\ \text{meV}=1.3\ \text{meV}.$$

The systematic error is about ten times larger. Averaging reduces $\sigma_\Phi$ and leaves the bias: the mean over 20000 noisy data sets is 286.5 meV with $T^2$ and 300.0 meV with $T^{3/2}$.

The wrong exponent does bend the plot, since $\tfrac12\ln\beta$ is not linear in $\beta$. After the best line is subtracted, however, the clean data deviate from it by only 0.0053 (rms) in $\ln J$, against a scatter of 0.020. Let $r_i$ be these deviations and $N=7$. The cross terms between noise and deviation average to zero, so the mean of the reduced chi-square is

$$1+\frac{\sum_ir_i^2}{(N-2)\sigma^2}=1+\frac{7\times0.00532^2}{5\times0.02^2}=1.10 .$$

The simulated means are 1.10 for $T^2$ and 1.00 for $T^{3/2}$, while a single data set varies by 0.63 about the $T^{3/2}$ mean and by 0.69 about the $T^2$ mean. One such measurement cannot tell the two plots apart by the quality of the line. For the excess to equal the spread of 0.63 of the correct plot, $\sigma$ would have to fall to $\sqrt{7\times0.00532^2/(5\times0.63)}\approx0.008$. With independent scatter, averaging $\ln J$ over six or seven repeated measurements at each temperature achieves this, since $0.02/\sqrt{6.4}\approx0.008$. This is still weak evidence. With $\sigma$ known and equal to 0.008, a chi-square test at the 5 percent level rejects the $T^2$ line in only 23 percent of data sets, and with 25 repeats at each temperature it does so in 78 percent. Leaving the exponent free in the single data set fixes it only to $\pm0.7$ and raises the error of the barrier to 19 meV. A wider window is more effective: for 61 equally spaced temperatures from 100 K to 400 K the rms deviation is 0.036, above the scatter, while the $T^2$ plot is still low by 8.4 meV. More data can therefore reveal the curvature, but they do not remove the error of the $T^2$ plot.

## Comparison of the two

Scaling gives an error of $-14.0$ meV and the full fit gives $-13.5$ meV. The estimate is too large in magnitude by about 4 percent of the fitted value. The difference comes from replacing $T_{\rm eff}=313$ K by the arithmetic mean of 325 K. The weight $w(b)$ explains why $T_{\rm eff}$ is lower. From the coldest 25 K interval to the hottest, the integrated weights are 0.18, 0.23, 0.22, 0.18, 0.12 and 0.06. With the interval midpoints they give 313 K, and 63 percent of the weight lies below 325 K.

In a narrow window all mean temperatures coincide, and the scaling estimate becomes accurate. For 320, 325 and 330 K the fitted error is $-14.00$ meV, as estimated. "Half the mean thermal energy" is thus the narrow-window limit, and for a wide window it holds if the thermal energy is taken at $T_{\rm eff}$.

Both treatments predict that the error does not depend on $\Phi$, $m$ or $g$, as long as $\Phi\gg k_BT$. A second contact with 450 meV, $0.3\,m_e$ and $g=4$ gives $-13.49$ meV in the original window. The relative error therefore grows as the barrier falls: for 150 meV it is about 9 percent. At such barriers Fermi statistics begin to add to the error, which is $-13.7$ meV for 150 meV, $-14.4$ meV for 100 meV and $-16.0$ meV for 50 meV.

The argument extends to other exponents. If $J\propto T^pe^{-\Phi/k_BT}$ is divided by $T^n$, the term $\tfrac12\ln\beta$ in $y$ becomes $(n-p)\ln\beta$, and

$$\Phi_{\rm app}=\Phi+(p-n)k_BT_{\rm eff}.$$

For $p=\tfrac32$, a plot of $\ln J$ alone ($n=0$) errs in the other direction, by $+\tfrac32k_BT_{\rm eff}=+40.5$ meV here. A barrier already extracted with $n=2$ from an equally weighted fit can be repaired without refitting by adding $\tfrac12k_BT_{\rm eff}$, computed from the list of temperatures: $286.5+13.5=300.0$ meV.

The repair relies on the assumptions of the model. It presumes $p=\tfrac32$, derived here for emission in the plane of the channel. Another geometry, such as a contact on top of the layer, can have another exponent, and for $p=1$ the repaired barrier would still be 13.5 meV too low. It also presumes one barrier height. For a Gaussian spread of heights with standard deviation 30 meV about a mean of 300 meV the repaired value is 266 meV, and for tunnelling through a parabolic barrier top with $\hbar\omega=50$ meV it is 292 meV. If the barrier varies as $\Phi_0-\alpha T$, then $\beta\Phi=\beta\Phi_0-\alpha/k_B$. The second term is constant and goes into the intercept, so the $T^{3/2}$ plot returns $\Phi_0$ and not the barrier at the measured temperatures. If tunnelling below the barrier top carries part of the current, or the band is not parabolic, the factor $T^{3/2}$ is no longer assured, and the flux integral has to be evaluated anew before any exponent is chosen. The full set of computed values is in the numerical output below.

## Computed values

```
True barrier: 300.0 meV
Effective mass / electron mass: 0.50
Degeneracy including spin: 2
Scatter of ln J: 0.020
2D Richardson constant A: 0.06334 A m^-1 K^-3/2
T (K) | 1/kT (1/meV) | clean J (A/m) | noisy J (A/m) | noisy ln(J/T^1.5) | noisy ln(J/T^2), SI numbers
250 | 0.046418 | 2.24310e-04 | 2.25866e-04 | -16.6778 | -19.4385
275 | 0.042198 | 9.17765e-04 | 9.32970e-04 | -15.4023 | -18.2107
300 | 0.038682 | 3.00314e-03 | 3.02305e-03 | -14.3572 | -17.2091
325 | 0.035706 | 8.26783e-03 | 8.05513e-03 | -13.4972 | -16.3891
350 | 0.033156 | 1.98590e-02 | 2.02219e-02 | -12.6879 | -15.6169
375 | 0.030945 | 4.27447e-02 | 4.31281e-02 | -12.0340 | -14.9974
400 | 0.029011 | 8.41208e-02 | 8.32223e-02 | -11.4734 | -14.4692
Fermi correction to J at 400 K: -5.869e-05
Bound on Fermi shift of fitted barrier: 0.0176 meV
Mean kinetic energy of 2D gas: 1.0000 kT
Mean kinetic energy of emitted electrons, 2D: 1.5000 kT
Mean kinetic energy of emitted electrons, 3D: 2.0000 kT
-d ln J/d beta at 325 K: 342.007 meV
Arithmetic mean temperature: 325.00 K
Geometric mean temperature: 321.10 K
Harmonic mean temperature: 317.17 K
Effective temperature T_eff: 312.98 K
Half k T_eff: 13.485 meV
Half k times arithmetic mean T: 14.003 meV
Clean data, T^1.5 plot, barrier: 299.997 meV
Clean data, T^2 plot, barrier: 286.512 meV
Clean data, T^2 plot, bias: -13.488 meV
Same bias in joule: -2.1610e-21 J
Clean data, T^2 plot, corrected barrier: 299.997 meV
Prefactor from T^1.5 plot: 0.06333 A m^-1 K^-3/2
Prefactor from T^2 plot: 2.15787e-03 A m^-1 K^-2
Prefactor formula for T^2 plot: 2.15813e-03 A m^-1 K^-2
Rms residual of clean T^2 plot in ln J: 0.00532
Noisy data, T^1.5 plot, barrier: 299.289 meV
Noisy data, T^2 plot, barrier: 285.804 meV
Noise realizations: 20000
Mean barrier over realizations, T^1.5: 299.984 meV
Mean barrier over realizations, T^2: 286.498 meV
Standard error of barrier, formula: 1.307 meV
Standard deviation over realizations: 1.296 meV
Mean reduced chi-square, T^1.5: 1.004
Mean reduced chi-square, T^2: 1.103
Run-to-run spread of reduced chi-square: 0.633
Bias for window 320, 325, 330 K: -14.003 meV
Second contact: barrier 450.0 meV, mass ratio 0.30, degeneracy 4
Second contact, T^2 plot, bias: -13.485 meV
```
